# Molecular-dynamics time for ten switching events: asymptotic estimate with first correction

## The form of the answer

Take one polarization coordinate $x$ with mass $m$, two equivalent minima at $x=\pm a$ and a barrier $B$ between them, at thermal energy $\theta$. Mass, length and time can be eliminated from the four quantities $m,a,B,\theta$, which leaves one dimensionless group, $B/\theta$. The mechanical time scale $a\sqrt{m/B}$ is proportional to $1/\nu$, where $\nu$ is the vibration frequency in a well. A switching rate built from these quantities therefore has the form

$$k=\nu\,R(B/\theta).$$

Each switch takes $1/k$ on average, and mean waiting times add, so $n$ switches take

$$\langle t_n\rangle=\frac{n}{k}=\frac{n}{\nu R(B/\theta)} .$$

Friction $\gamma$ would add a second group, $\gamma/\nu$; it is treated below. What remains is to find $R$ for $\theta\ll B$.

The numerical example assumes $B=0.60$ eV, $\nu=10$ THz and a temperature of 600 K. The algebra is in atomic units, with temperature expressed as the energy $\theta$. The motion is classical, as in ordinary molecular dynamics. With $h\nu/\theta=0.8$ at 600 K, the harmonic quantum correction without friction would raise the rate of the model well below by about 4% (about 17% at 300 K); it is left out. The prefactor is an ordinary frequency, so the angular frequency in the well is $\omega_0=2\pi\nu$. There is no electric field, both directions have the same rate, and both are counted. The barrier belongs to the whole switching event in the simulated cell.

## Leading order: flux over the barrier

Let $V$ be measured from the minima. In equilibrium the phase-space density is proportional to $e^{-(p^2/2m+V)/\theta}$. The flux from left to right through the barrier top $x=0$ is

$$\int_0^\infty \frac{p}{m}\,e^{-p^2/2m\theta}\,e^{-B/\theta}\,dp=\theta\,e^{-B/\theta}.$$

With the same normalization, the population of the left well is $\sqrt{2\pi m\theta}\,Z$, where $Z=\int_{-\infty}^0e^{-V/\theta}dx$. Their ratio is the crossing rate per occupied well,

$$k_{\rm flux}=\sqrt{\frac{\theta}{2\pi m}}\;\frac{e^{-B/\theta}}{Z}. \tag{1}$$

At low temperature the integrand of $Z$ is concentrated at the minimum, where $V\approx\tfrac12m\omega_0^2(x+a)^2$. The Gaussian integral gives $Z_0=\sqrt{2\pi\theta/(m\omega_0^2)}$, and the mass and the square root of $\theta$ cancel:

$$k_{\rm flux}\approx\frac{\omega_0}{2\pi}e^{-B/\theta}=\nu e^{-B/\theta}. \tag{2}$$

So $R\approx e^{-B/\theta}$ at leading order.

## First correction from the shape of the well

The correction depends on the potential. For the model $V=B(1-x^2/a^2)^2$, set $x=-a+ay$. Then $1-x^2/a^2=2y-y^2$ and

$$V=B(4y^2-4y^3+y^4).$$

The quadratic term gives $m\omega_0^2=8B/a^2$. Write $\varepsilon=\theta/B$. The Gaussian weight $e^{-4y^2/\varepsilon}$ has variance $\varepsilon/8$, so typical $y$ are of order $\sqrt\varepsilon$. The cubic term in the exponent is then of order $\sqrt\varepsilon$ and the quartic one of order $\varepsilon$. To reach order $\varepsilon$, the cubic term must be kept to second order:

$$e^{(4y^3-y^4)/\varepsilon}=1+\frac{4y^3}{\varepsilon}-\frac{y^4}{\varepsilon}+\frac{8y^6}{\varepsilon^2}+\dots$$

The odd term averages to zero. The Gaussian moments are $\langle y^4\rangle=3(\varepsilon/8)^2=3\varepsilon^2/64$ and $\langle y^6\rangle=15(\varepsilon/8)^3=15\varepsilon^3/512$. Hence

$$\frac{Z}{Z_0}=1-\frac{3\varepsilon}{64}+\frac{15\varepsilon}{64}+O(\varepsilon^2)=1+\frac{3\varepsilon}{16}+O(\varepsilon^2).$$

Extending the integral beyond $x=0$ costs an exponentially small error. Since $Z$ stands in the denominator of (1),

$$k_{\rm flux}=\nu e^{-B/\theta}\left[1-\frac{3\theta}{16B}+O\!\left(\frac{\theta^2}{B^2}\right)\right]. \tag{3}$$

The soft barrier side of the well gains more population than the stiff far side loses: at 600 K the two halves hold $0.553Z_0$ and $0.465Z_0$ instead of $0.5Z_0$ each. The barrier top is visited less often in proportion.

At 600 K, $3\theta/(16B)=0.0162$. Quadrature of (1) gives a rate 0.982 times the harmonic one, against $1/1.0162=0.984$ from the corrected well integral. The difference of 0.002 is of the expected second-order size, since $(\theta/B)^2=1/11.6^2\approx0.007$. At a much lower temperature the coefficient extracted from the quadrature is 0.1885, close to $3/16=0.1875$.

This correction applies if 10 THz is the harmonic frequency of this particular well. If it is an effective prefactor at 600 K, as assumed in the main estimate, such corrections are already inside it.

## Crossings that do not count: friction

A trajectory may cross $x=0$ and turn back before it settles. Near the top, $V\approx B-\tfrac12m\omega_b^2x^2$; for the model, $m\omega_b^2=4B/a^2$, so $\omega_b=\omega_0/\sqrt2$. With friction $\gamma$ and thermal noise $\xi$,

$$\dot v=\omega_b^2x-\gamma v+\xi,\qquad \langle\xi(t)\xi(t')\rangle=\frac{2\gamma\theta}{m}\,\delta(t-t').$$

Let $\lambda>0$ solve $\lambda(\lambda+\gamma)=\omega_b^2$, and define $q=v+(\lambda+\gamma)x$. Then

$$\dot q=\omega_b^2x-\gamma v+\xi+(\lambda+\gamma)v=\lambda v+\lambda(\lambda+\gamma)x+\xi=\lambda q+\xi .$$

Thus $q$ grows exponentially, and its final sign tells on which side the trajectory ends. Starting from $x=0$ with velocity $v$, that sign is the sign of $v+\int_0^\infty e^{-\lambda t}\xi\,dt$. The integral is Gaussian with variance $\sigma^2=(2\gamma\theta/m)/(2\lambda)=\gamma\theta/(m\lambda)$. The probability $P(v)$ of ending on the right therefore has as its derivative $P'(v)$ a normalized Gaussian of variance $\sigma^2$.

To count left-to-right switches, give each crossing the sign of its velocity and keep the trajectories that end on the right. Those that began on the left contribute $+1$ in total, and those that began on the right contribute zero. The one-way velocity average in (1) is thus replaced by $\int vP(v)g(v)\,dv$, where $g$ is the thermal Gaussian of variance $s^2=\theta/m$. Because $vg=-s^2g'$, integration by parts gives

$$\int vPg\,dv=s^2\int P'g\,dv=\frac{s^2}{\sqrt{2\pi(s^2+\sigma^2)}}.$$

Without recrossing the average is $s/\sqrt{2\pi}$. The ratio is the Kramers factor,

$$\kappa=\frac{1}{\sqrt{1+\gamma/\lambda}}=\sqrt{\frac{\lambda}{\lambda+\gamma}}=\frac{\lambda}{\omega_b}
=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}. \tag{4}$$

For strong friction $\lambda\approx\omega_b^2/\gamma$ and $\kappa\approx\omega_b/\gamma$: a strongly damping thermostat slows the switching it is meant to sample. For $\gamma\to0$ the formula gives $\kappa\to1$, but there its derivation fails. It assumes a thermal population at the barrier top and rapid loss of energy after the crossing, and weak friction supplies neither. If the coordinate exchanges energy only through this friction, the true switching rate falls below (1) and vanishes with $\gamma$, so a run planned from (2) would then be too short.

Equations (1) and (4) were tested by Langevin dynamics of the double well at $\theta=0.12$ eV, where switches are frequent, with $\gamma=20$ per ps. Raw crossings occurred at 0.0631 per ps, against 0.0640 from (1). Switches counted on arrival at the opposite minimum occurred at 0.0505 per ps, or 0.79 of the flux rate. Equation (4), with $\gamma/(2\omega_b)=1/(\sqrt2\,\pi)$, gives 0.80. This friction is a test value, not a property of a material. It is strong enough to drain the excess energy within one pass through the well. At the same $\theta$ the relaxation rate of this one-coordinate model is only about 0.55 of the flux rate at $\gamma=5$ per ps and 0.17 at $\gamma=1$ per ps, where (4) gives 0.95 and 0.99.

## From a rate to ten independent events

If the cell relaxes in its new well much faster than it switches again, the chance of a switch in $dt$ is $k\,dt$ whatever happened before. The probability $p_j$ of having seen $j$ events obeys

$$\dot p_j=k(p_{j-1}-p_j),\qquad p_j(t)=\frac{(kt)^j}{j!}e^{-kt},$$

with $p_{-1}=0$; differentiating the solution reproduces the equation. Each waiting time has density $ke^{-kt}$, mean $1/k$ and variance $1/k^2$. Means and variances of independent waits add, so

$$\langle t_n\rangle=\frac nk,\qquad \Delta t_n=\frac{\sqrt n}{k}. \tag{5}$$

A run length $t$ that yields at least $n$ events with 95% probability satisfies

$$e^{-\Lambda}\sum_{j=0}^{n-1}\frac{\Lambda^j}{j!}=0.05,\qquad \Lambda=kt. \tag{6}$$

The Poisson law makes the variance of the count equal to its mean. In the Langevin test the ratio was 1.01 for committed switches and 1.34 for raw crossings. Raw crossings come in groups. If groups of $r$ crossings arrive independently, the ratio is $\langle r^2\rangle/\langle r\rangle$, which exceeds one as soon as some groups have more than one member. Ten raw crossings are therefore not ten independent events. Arrival at the opposite minimum is a safe criterion only when the energy is lost quickly. At $\gamma=1$ per ps a hot trajectory swings through both minima several times, arrivals occur at nearly the full flux rate, and their variance-to-mean ratio is about 7; a switch must then be counted only after the energy has fallen well below the barrier.

## The numbers

At 600 K, $\theta=0.0517$ eV and $B/\theta=0.60/0.0517=11.6$. The Boltzmann factor is $9.125\times10^{-6}$. Multiplied by 10 THz, which is $10^4$ per ns, it gives

$$k=0.09125\ \text{per ns},\qquad \frac1k=10.96\ \text{ns},\qquad \langle t_{10}\rangle=10\times10.96\ \text{ns}\approx110\ \text{ns}.$$

The main result is about **0.11 microseconds**, or $4.5\times10^9$ atomic units of time. The standard deviation is $\sqrt{10}\times10.96\approx35$ ns. A run of exactly the mean length contains ten or more events with probability 0.54. Equation (6) gives $\Lambda=15.7$, so 95% success needs $15.7\times10.96\approx172$ ns.

With a chosen time step of 1 fs, the mean corresponds to $1.1\times10^8$ steps. At a chosen speed of 100 steps per second this takes 12.7 days, and the 95% length takes 19.9 days.

If 10 THz is the bare frequency of the model well and the test friction applies, the Kramers factor alone lengthens the mean time to $109.6/0.80=137$ ns. The well-shape factor 0.982 then also applies and raises it to about 140 ns.

**Replicas.** The rates of $M$ independent copies add to $Mk$. Ten events then take $10/(Mk)$ per copy, and the total simulated time stays $10/k$. For 20 copies this is 5.5 ns each, shorter than one mean wait, so many copies will show no switch. That is harmless if each copy starts equilibrated in a well and relaxes in much less than 5.5 ns.

**Unequal wells.** A field makes the two rates differ, and the switches alternate between them. Ten switches then take $5/k_1+5/k_2$ on average. If $k_2\gg k_1$, this tends to $5/k_1$: five slow escapes, each followed by a quick return.

## What controls the error

From $\ln\langle t_n\rangle=\ln(n/\nu)+B/\theta$ at fixed $\nu$,

$$\frac{\partial\ln\langle t_n\rangle}{\partial B}=\frac1\theta .$$

A learned potential that places the barrier 0.05 eV too high lengthens the run by $e^{0.05/0.0517}=2.63$, from 110 to 288 ns. An equal error downward shortens it to 42 ns. This far exceeds the 2% effect of the well shape.

If two units, each with a 0.6 eV barrier, must switch together and their barriers add, $B$ is 1.2 eV and the mean time is $1.2\times10^7$ ns. Halving the temperature to 300 K at fixed $B$ gives the same value, because $B/\theta$ is the same. At 900 K the time would be 2.3 ns, provided that $B$ and $\nu$ do not change. Near a structural transition that proviso is doubtful, since the free-energy barrier itself depends on temperature. If $B$ is a free-energy barrier, its entropy part must not be counted again in $\nu$.

Conversely, ten observed events measure the barrier through $B_{\rm est}=\theta\ln(\nu t_n/n)$ when $\nu$ is known. Write $t_n=(n/k)(1+\delta)$, with $\langle\delta^2\rangle=1/n$, $\langle\delta^3\rangle=2/n^2$ and $\langle\delta^4\rangle\approx3/n^2$. Expanding $\ln(1+\delta)=\delta-\delta^2/2+\delta^3/3-\dots$, the variance of the logarithm is

$$\langle\delta^2\rangle-\langle\delta^3\rangle+\tfrac14\left(\langle\delta^4\rangle-\langle\delta^2\rangle^2\right)+\tfrac23\langle\delta^4\rangle
=\frac1n+\frac{-2+\tfrac12+2}{n^2}=\frac1n+\frac1{2n^2}$$

up to terms of order $1/n^3$. Its square root gives

$$\Delta B_{\rm est}\approx\frac{\theta}{\sqrt n}\left(1+\frac1{4n}\right).$$

For $n=10$ the leading term is 0.0164 eV and the correction raises it to 0.0168 eV, which is also the value found from sampled waiting times. The estimate is also low on average by $\theta/(2n)\approx0.003$ eV, because $\langle\ln(1+\delta)\rangle\approx-1/(2n)$. These are statistical errors alone. Ten events resolve the barrier of the potential being simulated to about 0.02 eV; they do not show whether that potential has the right barrier.

The values used here are collected in the numerical output.

## Numbers as computed

```
INPUT AND MAIN ESTIMATE
barrier: 0.60 eV
prefactor: 10.0 THz
temperature: 600 K
thermal energy: 0.05170 eV
barrier / thermal energy: 11.605
Boltzmann factor: 9.125e-06
switching rate: 0.09125 per ns
mean wait for one event: 10.96 ns
mean time for ten events: 109.6 ns
same, converted: 0.110 microseconds
same, converted: 4.531e+09 atomic units
standard deviation of that time: 34.7 ns
chance of ten events in mean time: 0.542
expected count for 95% success: 15.705
run length for 95% success: 172.1 ns
COST
chosen time step: 1.0 fs
steps, mean time: 1.096e+08
steps, 95% length: 1.721e+08
chosen speed: 100 steps per s
computing time, mean: 12.7 days
computing time, 95%: 19.9 days
replicas: 20
mean time per replica: 5.48 ns
sampled total, pooled replicas: 10.033 mean waits
SENSITIVITY, mean time for ten events
factor for +0.05 eV barrier: 2.630
barrier 0.55 eV, 600 K: 41.7 ns
barrier 0.65 eV, 600 K: 288.2 ns
barrier 1.20 eV, 600 K: 1.201e+07 ns
barrier 0.60 eV, 300 K: 1.201e+07 ns
barrier 0.60 eV, 900 K: 2.29 ns
barrier uncertainty, simple rule: 0.0164 eV
barrier uncertainty, sampled: 0.0168 eV
DOUBLE-WELL TESTS
half-width: 0.50 angstrom
model mass: 46.9 u
full-well / harmonic rate at 600 K: 0.9822
first anharmonic correction: 0.0162
fitted correction coefficient: 0.1885 (3/16 = 0.1875)
Langevin thermal energy: 0.12 eV
Langevin friction: 20.0 per ps
trajectories: 4000, each 50 ps
equilibrium flux rate: 0.06404 per ps
raw crossing rate: 0.06308 per ps
committed switching rate: 0.05046 per ps
committed / flux rate: 0.788
Kramers factor: 0.800
variance / mean, raw crossings: 1.338
variance / mean, committed switches: 1.009
ten-event time if Kramers factor is extra: 137.0 ns
```
